# Why a waveguide confinement factor can exceed one: a numerical check

```python
# RESULT UNDER TEST
# A weak absorber in region a of a lossless waveguide has confinement factor
#   Gamma_a = modal absorption per length / bulk absorption per length
#           = n_a * integral_a |E|^2 / integral_all S_z
#           = (n_g / N_a) * f_a,
# which can exceed one although the weighted share f_a cannot.
# n_a: refractive index; N_a = n_a + omega*dn_a/domega: material group index
# n_g = d(beta)/dk: modal group index; k = omega/c; beta: propagation constant
# f_a = integral_a n*N*|E|^2 / integral_all n*N*|E|^2
# S_z: forward power density, with H multiplied by the vacuum impedance.
# Fields vary as exp(i*beta*z - i*omega*t), so absorption has Im(n) > 0.
# The guide is a symmetric slab; lengths inside the program are micrometres.
import math
import numpy as np
import mpmath as mp
from scipy.constants import c
from scipy.optimize import brentq

mp.mp.dps = 30
WAVELENGTH = 1.55
THICKNESS = 0.210
K0 = 2 * math.pi / WAVELENGTH
CORE_INDEX = 3.5
CLAD_INDEX = 1.0
CORE_SLOPE = 0.2       # omega * dn/domega of the core at the chosen frequency
REGIONS = ("core", "cladding")
PROBE = 1e-6           # small imaginary index used to measure Gamma


def indices(k, absorber=None, extra=0, slope=CORE_SLOPE):
    n = {"core": CORE_INDEX + slope * (k / K0 - 1),
         "cladding": mp.mpf(CLAD_INDEX)}
    if absorber is not None:
        n[absorber] = n[absorber] + extra
    return n


def mismatch(pol, thickness, k, beta, n):
    """Boundary mismatch of an even slab mode; zero for a true mode."""
    n1, n2 = n["core"], n["cladding"]
    kappa = mp.sqrt(n1**2 * k**2 - beta**2)
    decay = mp.sqrt(beta**2 - n2**2 * k**2)
    w1, w2 = (1, 1) if pol == "TE" else (n1**2, n2**2)
    phase = kappa * thickness / 2
    return kappa / w1 * mp.sin(phase) - decay / w2 * mp.cos(phase)


def newton(function, start):
    x = mp.mpc(start)
    h = mp.mpf("1e-10")
    for _ in range(7):
        derivative = (function(x + h) - function(x - h)) / (2 * h)
        x -= function(x) / derivative
    assert abs(function(x)) < 1e-18
    return x


def fundamental_beta(pol, thickness):
    n = indices(K0)
    low = math.sqrt(max(CLAD_INDEX**2,
                        CORE_INDEX**2 - (math.pi / (K0 * thickness))**2))

    def real_mismatch(neff):
        return float(mp.re(mismatch(pol, thickness, K0, neff * K0, n)))
    neff = brentq(real_mismatch, low + 1e-9, CORE_INDEX - 1e-9, xtol=1e-13)
    return newton(lambda b: mismatch(pol, thickness, K0, b, n), neff * K0)


def beta_with_absorber(pol, thickness, start, region, extra):
    n = indices(K0, region, mp.mpc(0, extra))
    return newton(lambda b: mismatch(pol, thickness, K0, b, n), start)


def measured_gamma(pol, thickness, start, region, extra=PROBE):
    beta = beta_with_absorber(pol, thickness, start, region, extra)
    return float(mp.im(beta) / (K0 * extra))


def group_index(pol, thickness, start, slope):
    h = 1e-5 * K0
    ends = []
    for k in (K0 - h, K0 + h):
        n = indices(k, slope=slope)
        ends.append(newton(
            lambda b: mismatch(pol, thickness, k, b, n), start))
    return float(mp.re(ends[1] - ends[0]) / (2 * h))


def temporal_decay(pol, thickness, beta, region, extra):
    """Energy decay per unit c*t at real beta, from a complex frequency."""
    root = newton(lambda k: mismatch(
        pol, thickness, k, beta,
        indices(k, region, mp.mpc(0, extra))), K0)
    return float(-2 * mp.im(root))


def bulk_temporal_decay(region, extra):
    wave_number = K0 * indices(K0)[region]
    root = newton(lambda k: k * indices(
        k, region, mp.mpc(0, extra))[region] - wave_number, K0)
    return float(-2 * mp.im(root))


def field_integrals(pol, thickness, beta):
    """Quadratures of |E|^2, |H|^2 and S_z over each region (half slab)."""
    neff = float(mp.re(beta)) / K0
    kappa = K0 * math.sqrt(CORE_INDEX**2 - neff**2)
    decay = K0 * math.sqrt(neff**2 - CLAD_INDEX**2)
    half = thickness / 2
    nodes, weights = np.polynomial.legendre.leggauss(160)
    out = {}
    for region in REGIONS:
        if region == "core":
            x = half * (nodes + 1) / 2
            w = half * weights / 2
            u, du = np.cos(kappa * x), -kappa * np.sin(kappa * x)
            n = CORE_INDEX
        else:
            span = 20 / decay
            x = span * (nodes + 1) / 2
            w = span * weights / 2
            u = math.cos(kappa * half) * np.exp(-decay * x)
            du = -decay * u
            n = CLAD_INDEX
        both = neff**2 * u**2 + (du / K0)**2
        if pol == "TE":
            e2, h2, flux = u**2, both, neff * u**2
        else:
            e2, h2, flux = both / n**4, u**2, neff * u**2 / n**2
        out[region] = tuple(float(np.dot(w, f)) for f in (e2, h2, flux))
    return out


def close(a, b, tolerance=1e-6):
    return abs(a - b) <= tolerance * max(abs(a), abs(b))


n_at = {"core": CORE_INDEX, "cladding": CLAD_INDEX}
N_at = {"core": CORE_INDEX + CORE_SLOPE, "cladding": CLAD_INDEX}
print(f"vacuum wavelength: {WAVELENGTH * 1000:.0f} nm")
print(f"slab thickness: {THICKNESS * 1000:.0f} nm")
print(f"core index: {n_at['core']:.2f}")
print(f"core material group index: {N_at['core']:.2f}")
print(f"cladding index and group index: {CLAD_INDEX:.2f}")

betas, gammas, shares = {}, {}, {}
for pol in ("TE", "TM"):
    beta = fundamental_beta(pol, THICKNESS)
    betas[pol] = beta
    neff = float(mp.re(beta)) / K0
    ng = group_index(pol, THICKNESS, beta, CORE_SLOPE)
    fields = field_integrals(pol, THICKNESS, beta)
    total_flux = sum(fields[r][2] for r in REGIONS)
    weighted = {r: n_at[r] * N_at[r] * fields[r][0] for r in REGIONS}
    # Local electric plus magnetic energy, including material dispersion.
    stored = {r: (2 * n_at[r] * N_at[r] - n_at[r]**2) * fields[r][0]
              + fields[r][1] for r in REGIONS}
    electric = sum(n_at[r]**2 * fields[r][0] for r in REGIONS)
    magnetic = sum(fields[r][1] for r in REGIONS)
    assert close(electric, magnetic)
    assert close(ng, sum(stored.values()) / (2 * total_flux))
    print(f"{pol} effective index: {neff:.5f}")
    print(f"{pol} modal group index: {ng:.5f}")
    for region in REGIONS:
        gamma = measured_gamma(pol, THICKNESS, beta, region)
        gain = measured_gamma(pol, THICKNESS, beta, region, -PROBE)
        overlap = n_at[region] * fields[region][0] / total_flux
        share = weighted[region] / sum(weighted.values())
        energy = stored[region] / sum(stored.values())
        power = fields[region][2] / total_flux
        time_ratio = (temporal_decay(pol, THICKNESS, beta, region, PROBE)
                      / bulk_temporal_decay(region, PROBE))
        assert close(gamma, overlap)
        assert close(gamma, gain)
        assert close(gamma, ng / N_at[region] * share)
        assert close(time_ratio, share)
        assert time_ratio < 1
        gammas[pol, region], shares[pol, region] = gamma, share
        tag = f"{pol} {region}"
        print(f"{tag} Gamma, complex mode: {gamma:.5f}")
        print(f"{tag} Gamma, field overlap: {overlap:.5f}")
        print(f"{tag} weighted share f: {share:.5f}")
        print(f"{tag} stored-energy share: {energy:.5f}")
        print(f"{tag} power share: {power:.5f}")
        print(f"{tag} time-rate ratio: {time_ratio:.5f}")
    gamma_sum = sum(N_at[r] * gammas[pol, r] for r in REGIONS)
    assert close(gamma_sum, ng)
    if pol == "TE":
        factor = CORE_INDEX / neff
        field_share = fields["core"][0] / sum(fields[r][0] for r in REGIONS)
        assert close(gammas[pol, "core"], factor * field_share)
        print(f"TE core path factor: {factor:.5f}")
        print(f"TE core share of |E|^2: {field_share:.5f}")
    else:
        factor = (2 * neff**2 - CLAD_INDEX**2) / (CLAD_INDEX * neff)
        power = fields["cladding"][2] / total_flux
        assert close(gammas[pol, "cladding"], factor * power)
        print(f"TM cladding factor on power share: {factor:.5f}")
        # Removing core dispersion must alter n_g and f but not Gamma.
        ng_flat = group_index(pol, THICKNESS, beta, 0.0)
        flat_share = CLAD_INDEX**2 * fields["cladding"][0] / electric
        assert close(gammas[pol, "cladding"],
                     ng_flat / CLAD_INDEX * flat_share)
        assert abs(ng_flat - ng) > 0.01
        print(f"TM group index, no dispersion: {ng_flat:.5f}")
        print(f"TM cladding f, no dispersion: {flat_share:.5f}")

assert gammas["TE", "core"] > 1
assert gammas["TM", "cladding"] > 1
assert shares["TM", "cladding"] < 0.5

# Finite example: only the cladding absorbs.
alpha_cm = 1.0
length_cm = 1.0
extra = alpha_cm * 1e-4 / (2 * K0)
absorbing_beta = beta_with_absorber(
    "TM", THICKNESS, betas["TM"], "cladding", extra)
modal_alpha_cm = float(2 * mp.im(absorbing_beta)) * 1e4
assert close(modal_alpha_cm, gammas["TM", "cladding"] * alpha_cm, 1e-5)
light_speed = c * 1e6 / 1e9     # micrometres per nanosecond
bulk_rate = light_speed * bulk_temporal_decay("cladding", extra)
modal_rate = light_speed * temporal_decay(
    "TM", THICKNESS, betas["TM"], "cladding", extra)
assert modal_alpha_cm > alpha_cm and modal_rate < bulk_rate
wrong = math.exp(-shares["TM", "cladding"] * alpha_cm * length_cm)
print(f"bulk absorption: {alpha_cm:.3f} 1/cm; length: {length_cm:.1f} cm")
print(f"TM modal absorption: {modal_alpha_cm:.5f} 1/cm")
print(f"bulk transmission: {math.exp(-alpha_cm * length_cm):.5f}")
print(f"TM transmission: {math.exp(-modal_alpha_cm * length_cm):.5f}")
print(f"transmission if f were Gamma: {wrong:.5f}")
print(f"bulk energy decay rate: {bulk_rate:.4f} 1/ns")
print(f"TM energy decay rate: {modal_rate:.4f} 1/ns")

for thickness in (0.150, 0.210, 0.300, 0.400, 0.800):
    te = measured_gamma("TE", thickness,
                        fundamental_beta("TE", thickness), "core")
    tm = measured_gamma("TM", thickness,
                        fundamental_beta("TM", thickness), "cladding")
    print(f"{thickness * 1000:.0f} nm: Gamma TE core {te:.4f}, "
          f"TM cladding {tm:.4f}")

print("no test failed")
```

Output:

```
vacuum wavelength: 1550 nm
slab thickness: 210 nm
core index: 3.50
core material group index: 3.70
cladding index and group index: 1.00
TE effective index: 2.79961
TE modal group index: 3.83338
TE core Gamma, complex mode: 1.01813
TE core Gamma, field overlap: 1.01813
TE core weighted share f: 0.98270
TE core stored-energy share: 0.86444
TE core power share: 0.81439
TE core time-rate ratio: 0.98270
TE cladding Gamma, complex mode: 0.06630
TE cladding Gamma, field overlap: 0.06630
TE cladding weighted share f: 0.01730
TE cladding stored-energy share: 0.13556
TE cladding power share: 0.18561
TE cladding time-rate ratio: 0.01730
TE core path factor: 1.25018
TE core share of |E|^2: 0.81439
TM effective index: 1.50422
TM modal group index: 4.39118
TM core Gamma, complex mode: 0.85451
TM core Gamma, field overlap: 0.85451
TM core weighted share f: 0.72001
TM core stored-energy share: 0.82030
TM core power share: 0.47540
TM core time-rate ratio: 0.72001
TM cladding Gamma, complex mode: 1.22948
TM cladding Gamma, field overlap: 1.22948
TM cladding weighted share f: 0.27999
TM cladding stored-energy share: 0.17970
TM cladding power share: 0.52460
TM cladding time-rate ratio: 0.27999
TM cladding factor on power share: 2.34364
TM group index, no dispersion: 4.22028
TM cladding f, no dispersion: 0.29133
bulk absorption: 1.000 1/cm; length: 1.0 cm
TM modal absorption: 1.22948 1/cm
bulk transmission: 0.36788
TM transmission: 0.29244
transmission if f were Gamma: 0.75579
bulk energy decay rate: 29.9792 1/ns
TM energy decay rate: 8.3938 1/ns
150 nm: Gamma TE core 0.9592, TM cladding 1.1963
210 nm: Gamma TE core 1.0181, TM cladding 1.2295
300 nm: Gamma TE core 1.0377, TM cladding 0.2683
400 nm: Gamma TE core 1.0366, TM cladding 0.0862
800 nm: Gamma TE core 1.0187, TM cladding 0.0087
no test failed
```
